# Scaling of the Coulomb virtual-pair energy in helium-like ions

## Problem

Two electrons occupy the singlet ground state 1s² around a point charge \(Z\), with \(Z\alpha\ll1\). The no-pair Hamiltonian lets them scatter only among positive-energy Dirac states. Consider the leading correction to its energy when two Coulomb interactions act between the electrons and electron-positron pairs may exist between the two interactions.

(a) How does the correction depend on \(Z\) and \(\alpha\), and what are its sign and coefficient?

(b) Can its size be understood as a contact-size matrix element squared over \(2mc^2\)?

(c) Evaluate it for \(Z=5,10,20\), including the effect of electron repulsion on the wave function.

**Conventions.** Positive and negative energies refer to the Dirac Hamiltonian in the nuclear field, so pair effects of the nucleus alone belong to the one-electron energies. The negative-energy sea is filled. Transverse photons and radiative corrections (self-energy, vertex and vacuum polarization) are separate contributions and are not included. Parts 1 to 3 of the solution use \(m=\hbar=c=1\), so that \(e^2=\alpha\) and lengths are in reduced Compton lengths.

## Solution

### 1. An electron at rest seen from momentum \(p\)

The momenta that matter will turn out to be near \(mc\), far above the atomic momentum \(Z\alpha\). To leading order the atomic electrons are therefore at rest, and the fast intermediate states are free.

The free Hamiltonian \(h=\boldsymbol\alpha\cdot\mathbf p+\beta\) satisfies \(h^2=E^2\), with \(E=\sqrt{1+p^2}\). Its projectors are \(\Lambda_\pm=\tfrac12(1\pm h/E)\). A rest spinor \(u\) has \(\beta u=u\). The matrix \(\boldsymbol\alpha\) connects upper to lower components, so it has no matrix elements between rest spinors. Hence the weights of \(u\) on the two kinds of state are

\[
w_\pm=u^\dagger\Lambda_\pm u=\frac12\left(1\pm\frac1E\right),\qquad
w_+w_-=\frac{E^2-1}{4E^2}=\frac{p^2}{4E^2},
\]

whatever the spin. For small \(p\), \(w_-\approx p^2/4\).

### 2. Signs and denominators

Put the electrons, called \(a\) and \(b\), at rest in a periodic box of volume \(\Omega=L^3\). Their interaction is

\[
V=\frac1\Omega\sum_{\mathbf q\neq0}v(q)\,\rho_a(\mathbf q)\rho_b(-\mathbf q),\qquad v(q)=\frac{4\pi\alpha}{q^2}.
\]

Labelling the electrons is allowed because the operator obtained below is independent of spin. Its expectation value in the antisymmetric singlet state already contains exchange.

In second order, each term of \(V\) excites the \(a\) system by an energy \(\Delta_a\) and the \(b\) system by \(\Delta_b\). It contributes minus the product of the two transition strengths, times \((v/\Omega)^2\), over \(\Delta_a+\Delta_b\). Adding an electron at rest to a filled sea changes the list of transitions in two ways:

- It adds \(0^+\to p^+\), with strength \(w_+\) and energy \(E-1\).
- It blocks \(p^-\to0^+\), with strength \(w_-\) and energy \(E+1\), because the final state is now occupied.

The energy belonging to the electrons jointly is \(\mathcal E(ab)-\mathcal E(a)-\mathcal E(b)+\mathcal E(0)\), where \(\mathcal E(0)\) is the energy of the seas alone. In this difference only products of a change in \(a\) with a change in \(b\) survive. A blocked transition counts as negative, so

\[
\varepsilon=-\sum_{\mathbf p\neq0}\frac{v(p)^2}{\Omega^2}\left[\frac{w_+^2}{2(E-1)}-\frac{2w_+w_-}{2E}+\frac{w_-^2}{2(E+1)}\right].
\]

The first term is the no-pair energy. The second involves one pair and raises the energy, because one blocked transition reverses the sign. The third involves two pairs and lowers the energy, because two reversals cancel.

These signs and denominators were tested by diagonalizing a small one-dimensional model with filled seas. At \(|p|=mc\), summed over the two momenta \(\pm p\), the three terms are \(-1.75888\), \(+0.17678\) and \(-0.00888\), in units of the squared coupling over \(mc^2\). Their sum agrees with the diagonalized value, \(-1.59099\).

### 3. The momentum integrals

For a large box, \(\Omega^{-2}\sum_{\mathbf p}\to\Omega^{-1}\int d^3p/(2\pi)^3\). The remaining factor \(1/\Omega\) is the probability density for the electrons to coincide, \(\langle\delta(\mathbf r_{12})\rangle\). In the atom, the pair operator acts mostly at separations much smaller than the atomic size \(1/(Z\alpha)\), over which the wave function hardly varies, so the same contact density appears there at leading order. The single-pair part also has a long tail. At small \(p\) its term \((v/\Omega)^2p^2/4\) is the momentum form of \(|\nabla V|^2/4=\alpha^2/(4r_{12}^4)\). Separations beyond \(R\gg1\) Compton lengths therefore supply a share \(\pi/(2R)\) of the single-pair coefficient found below. This tail produces the relative correction of order \(Z\alpha\) discussed in part 6.

The angular integral and the Coulomb factors give

\[
\frac{4\pi p^2}{(2\pi)^3}\,\frac{16\pi^2\alpha^2}{p^4}=\frac{8\alpha^2}{p^2}.
\]

For single pairs, \(2w_+w_-/(2E)=p^2/(4E^3)\), so

\[
\frac{\varepsilon_1}{\langle\delta\rangle}=8\alpha^2\int_0^\infty\frac{dp}{4E^3}
=2\alpha^2\left[\frac pE\right]_0^\infty=2\alpha^2 .
\]

For double pairs, \(w_-^2=(E-1)^2/(4E^2)\). Using \(p^2=(E-1)(E+1)\),

\[
\frac{\varepsilon_2}{\langle\delta\rangle}
=-8\alpha^2\int_0^\infty\frac{dp}{p^2}\,\frac{(E-1)^2}{8E^2(E+1)}
=-\alpha^2\int_0^\infty\frac{(E-1)\,dp}{E^2(E+1)^2}.
\]

Set \(p=\sinh\theta\), so that \(E=\cosh\theta\) and \(dp=E\,d\theta\). Partial fractions give

\[
\frac{E-1}{E(E+1)^2}=-\frac1E+\frac1{E+1}+\frac2{(E+1)^2}.
\]

With \(y=\tanh(\theta/2)\), one has \(d\theta=2\,dy/(1-y^2)\), \(E=(1+y^2)/(1-y^2)\) and \(1/(E+1)=(1-y^2)/2\). The three integrals become

\[
\int_0^\infty\!\frac{d\theta}{E}=\int_0^1\!\frac{2\,dy}{1+y^2}=\frac\pi2,\quad
\int_0^\infty\!\frac{d\theta}{E+1}=\int_0^1\!dy=1,\quad
\int_0^\infty\!\frac{d\theta}{(E+1)^2}=\int_0^1\!\frac{1-y^2}{2}\,dy=\frac13 .
\]

Thus \(\varepsilon_2=-(5/3-\pi/2)\,\alpha^2\langle\delta\rangle\).

To restore units, note that \(\alpha^2mc^2\) is one hartree and that a reduced Compton length is \(\alpha\) bohr. With \(\langle\delta\rangle\) in bohr\(^{-3}\),

\[
\Delta E=\left(2-\frac53+\frac\pi2\right)\alpha^3\langle\delta(\mathbf r_{12})\rangle
=\left(\frac13+\frac\pi2\right)\alpha^3\langle\delta(\mathbf r_{12})\rangle\ \text{hartree}.
\]

The coefficient is \(2.000-0.096=1.904\). The correction is positive. In a triplet state the spatial wave function vanishes at coincidence, so this contact term is absent.

### 4. The power of \(Z\)

For large \(Z\) both electrons have the hydrogenic density \((Z^3/\pi)e^{-2Zr}\), in atomic units. The contact density is then

\[
\langle\delta(\mathbf r_{12})\rangle=\int_0^\infty4\pi r^2\,\frac{Z^6}{\pi^2}e^{-4Zr}\,dr
=\frac{4Z^6}{\pi}\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi}.
\]

This answers (a):

\[
\Delta E\to\frac{1/3+\pi/2}{8\pi}\,(Z\alpha)^3\approx0.076\,(Z\alpha)^3\ \text{hartree}.
\]

Electron repulsion corrects the cube by a relative amount of order \(1/Z\). With lengths measured in units of \(1/Z\), the nonrelativistic Hamiltonian is \(Z^2\) times the sum of a \(Z\)-independent part and \(1/(Z\rho_{12})\), where \(\rho_{12}=Zr_{12}\).

### 5. What the \(2mc^2\) estimate means

A single low-momentum matrix element does not give the cubic law. Return to the box and the units of part 3, and let \(p\sim1/L\) with \(L\sim1/(Z\alpha)\).

For double pairs the amplitude is \(v\,w_-/\Omega\approx\pi\alpha/L^3\). The \(p^2\) in \(w_-\) has cancelled the Coulomb \(1/p^2\), so this is a contact-size amplitude. Its square over the denominator \(2(E+1)\approx4\) scales as \(\alpha^2L^{-6}\), or \((Z\alpha)^6\) hartree. For single pairs, \((v/\Omega)^2p^2/4\) scales as \(\alpha^2L^{-4}\), or \((Z\alpha)^4\) hartree. The evaluated lowest modes give powers 5.95 and 3.96 between \(L=40\) and \(L=80\).

The cubic law comes from summing the many modes up to \(p\sim mc\), whose number grows as \(L^3\). Momenta below \(0.1\,mc\) supply 10% of the single-pair coefficient and 0.04% of the double-pair coefficient.

The same counting shows why the cubic term belongs to the correlation energy. In a mean field the partner electron stays in 1s, and its smooth charge cloud transfers momenta of order \(Z\alpha\) only. The number of such modes does not grow with \(L\), so the mean-field part is estimated to be of order \((Z\alpha)^4\) hartree.

A coordinate-space estimate does give the right size. At a separation of one reduced Compton length the Coulomb energy is \(1/\alpha=137.0\) hartree, while \(2mc^2=37558\) hartree. Second-order perturbation theory then suggests an energy of magnitude

\[
\frac{(137.0)^2}{37558}=0.50\ \text{hartree}
\]

during such an encounter. Its probability is about \((4\pi/3)\alpha^3\langle\delta\rangle\), which gives a coefficient \(2\pi/3\approx2.1\) in place of 1.904. The radius of the sphere is fixed only in order of magnitude, so the close agreement has no significance. The estimate also leaves the sign open, since that depends on the blocked transitions.

So the answer to (b) is no for the contact-size amplitude \(\pi\alpha/L^3\), whose square scales as \((Z\alpha)^6\) hartree. The \(2mc^2\) estimate does give the right order of magnitude if the matrix element is taken as the Coulomb energy at a Compton-length separation and its contribution is weighted by the probability of the encounter.

### 6. Three cases

The contact density was computed with a nonrelativistic wave function: \(e^{-Z(r_1+r_2)}\) times a polynomial in \(r_1+r_2\), \((r_2-r_1)^2\) and \(r_{12}\). Lowering the maximum degree from 5 to 4 changed \(\langle\delta\rangle\) by less than 1%. The contact densities below are those of degree 5 and are slightly too high. Near the basis limit they are lower by about 0.2%, 0.1% and 0.06%, namely 3.31, 32.6 and 289 bohr\(^{-3}\) for \(Z=5\), 10 and 20. Among the derived entries this changes only the last column at \(Z=5\), from 0.051 to 0.050.

For \(Z=10\), repulsion lowers the contact density from 39.8 to 32.7 bohr\(^{-3}\). With \(\alpha^3=3.886\times10^{-7}\),

\[
\Delta E=1.904\times3.886\times10^{-7}\times32.7
=2.4\times10^{-5}\ \text{hartree}\approx0.66\ \text{meV}.
\]

| \(Z\) | \(Z\alpha\) | \(\langle\delta\rangle\) (bohr\(^{-3}\)) | \(\Delta E\) (hartree) | \(\Delta E\) (meV) | \(\Delta E/(Z\alpha)^3\) (hartree) |
|---:|---:|---:|---:|---:|---:|
| 5 | 0.036 | 3.32 | \(2.5\times10^{-6}\) | 0.067 | 0.051 |
| 10 | 0.073 | 32.7 | \(2.4\times10^{-5}\) | 0.66 | 0.062 |
| 20 | 0.146 | 289 | \(2.1\times10^{-4}\) | 5.8 | 0.069 |

The last column rises toward 0.076 as the relative effect of repulsion fades. The local power of \(Z\) is 3.30 between the first two rows and 3.14 between the last two.

These are leading-order values, with omitted terms expected at relative order \(Z\alpha\). The box shows such a correction: its single-pair coefficient falls short of 2 by 21.9%, 11.1% and 5.6% at \(L=20\), 40 and 80 Compton lengths. The relative shortfall is about \(4.4/L\), or 0.7 times the lowest momentum \(2\pi/L\) in units of \(mc\), so it is linear in the small parameter, with a factor that depends on how \(L\) is matched to \(1/(Z\alpha)\). For the atom at large \(Z\), the factor follows from the tail \(\alpha^2/(4r_{12}^4)\) of part 3. The hydrogenic pair density falls off from its contact value as \(e^{-x}(1+x+x^2/3)\), with \(x=2Zr_{12}\) in atomic units, and \(\int_0^\infty[e^{-x}(1+x+x^2/3)-1]\,x^{-2}\,dx=-2/3\). With this density the single-pair term changes by the relative amount \(-(2\pi/3)\,Z\alpha\), which would be roughly \(-8\%\), \(-15\%\) and \(-31\%\) for \(Z=5\), 10 and 20. Electron repulsion makes the reduction smaller, especially at \(Z=5\), because it lowers the pair density most strongly at contact, so that the density falls off more slowly relative to its contact value. The tail therefore makes the tabulated shifts too large, but by less than these percentages. The row \(Z=20\) is therefore the least certain, and the expansion fails when \(Z\alpha\) is no longer small.

## Computed values

```
alpha = 0.007297353 (dimensionless)
pair denominator 2mc^2 = 37557.7 hartree
reduced Compton length = 0.007297 bohr
Coulomb energy at that length = 137.036 hartree
its square over 2mc^2 = 0.500 hartree
Fock model P=1 mc: diagonalized -1.590990 (g^2/mc^2)
  no-pair -1.758883, single 0.176777, double -0.008883 (g^2/mc^2)
Fock model P=2 mc: diagonalized -0.268328 (g^2/mc^2)
  no-pair -0.423607, single 0.178885, double -0.023607 (g^2/mc^2)
single-pair coefficient = 2.000000 (dimensionless)
double-pair coefficient = -0.095870 (dimensionless)
total coefficient = 1.904130 (dimensionless)
close-encounter coefficient = 2.0944 (dimensionless)
single-pair share from p < 0.1 mc = 9.95 percent
double-pair share from p < 0.1 mc = 0.043 percent
box L=20 Compton lengths: single 1.5614, double -0.09543, single deficit 21.93 percent
box L=40 Compton lengths: single 1.7778, double -0.09570, single deficit 11.11 percent
box L=80 Compton lengths: single 1.8884, double -0.09573, single deficit 5.58 percent
box single-pair value extrapolated = 1.9990 (dimensionless)
lowest-mode power of 1/L: single 3.961, double 5.954
Z=5: Z alpha = 0.03649, (Z alpha)^3 = 4.8574e-05
  nonrelativistic energy = -22.03096 hartree
  cusp slope = 0.4726 bohr^-1, virial ratio = 1.000002
  contact density: hydrogenic 4.9736, correlated 3.3201 bohr^-3
  single pairs 2.5803e-06, double pairs -1.2369e-07 hartree
  total shift = 2.4566e-06 hartree = 0.0668 meV
  close-encounter estimate = 2.7021e-06 hartree
  total/(Z alpha)^3 = 0.05057 hartree
Z=10: Z alpha = 0.07297, (Z alpha)^3 = 3.8859e-04
  nonrelativistic energy = -93.90679 hartree
  cusp slope = 0.4704 bohr^-1, virial ratio = 1.000001
  contact density: hydrogenic 39.7887, correlated 32.6613 bohr^-3
  single pairs 2.5384e-05, double pairs -1.2168e-06 hartree
  total shift = 2.4167e-05 hartree = 0.6576 meV
  close-encounter estimate = 2.6582e-05 hartree
  total/(Z alpha)^3 = 0.06219 hartree
Z=20: Z alpha = 0.14595, (Z alpha)^3 = 3.1088e-03
  nonrelativistic energy = -387.65722 hartree
  cusp slope = 0.4692 bohr^-1, virial ratio = 1.000000
  contact density: hydrogenic 318.3099, correlated 288.7174 bohr^-3
  single pairs 2.2439e-04, double pairs -1.0756e-05 hartree
  total shift = 2.1363e-04 hartree = 5.8132 meV
  close-encounter estimate = 2.3498e-04 hartree
  total/(Z alpha)^3 = 0.06872 hartree
large-Z total/(Z alpha)^3 = 0.07576 hartree
local Z exponent: 5 to 10 3.298, 10 to 20 3.144
Z times relative contact loss: Z=20 1.859, Z=40 1.894
```
